# Why MNDO heats of formation need no added vibrational corrections

## The argument under review

The manuscript computes gas-phase heats of formation of small hydrocarbons with MNDO. Its authors reason as follows. The self-consistent MNDO energy is the electronic energy plus the core repulsion, evaluated at the minimum of the potential surface. Real nuclei vibrate, rotate and translate. The zero-point energy and the thermal enthalpy, obtained from MNDO frequencies, must therefore be added, as is done after an ab initio calculation and as is prescribed for ODM2 and ODM3. For methane the program reports $-12.0$ kcal/mol, and the authors correct this to $+19.7$ kcal/mol.

The measured value is roughly $-18$ kcal/mol, so the correction turns an error of about 6 kcal/mol into one of nearly 38. The authors attribute this to the crudeness of MNDO. I believe the cause lies in the correction. A vibrational and thermal correction is indeed needed for an energy that approximates the true potential minimum. Whether the MNDO energy does so depends on the quantity to which its parameters were fitted, and the manuscript does not consider this.

## What a true potential minimum would require

Suppose first that $E_{\rm mol}$ and $E_A$ are true electronic energies of the molecule, at its potential minimum, and of its free atoms. Take an ideal gas at $T=298.15$ K, with harmonic vibrations and classical rigid rotation. The molar enthalpy of the molecule is

$$H_{\rm mol}(T)=E_{\rm mol}+{\rm ZPE}+H_{\rm th},\qquad {\rm ZPE}=\tfrac12\sum_k\varepsilon_k ,$$

$$H_{\rm th}=\sum_k\frac{\varepsilon_k}{e^{\varepsilon_k/RT}-1}+H_{\rm rot}+\tfrac52RT ,$$

where $\varepsilon_k$ is the molar vibrational quantum of mode $k$. $H_{\rm rot}$ is $RT$ for a linear molecule and $\tfrac32RT$ otherwise. The last term joins the translational energy $\tfrac32RT$ to $pV=RT$.

A free atom has no vibration or rotation. With its electronic excitation neglected, $H_A(T)=E_A+\tfrac52RT$. Forming the molecule from its $N$ atoms changes the enthalpy by $H_{\rm mol}-\sum_AH_A$. Adding the heats of formation of the atoms from the elements, also at 298 K, gives

$$\Delta H_f=E_{\rm mol}-\sum_AE_A+\sum_A\Delta H_{f,A}+C, \tag{1}$$

$$C={\rm ZPE}+H_{\rm th}-\tfrac52NRT. \tag{2}$$

The negative term in $C$ is the thermal enthalpy of the separated atoms. The manuscript omits it. Even for a method that needs an explicit correction, its procedure would be wrong by $\tfrac52NRT$, which for methane is $5\times1.48=7.4$ kcal/mol. The full correction for methane, from MNDO frequencies, is

$$C=29.31+2.39-7.41=24.29\ \text{kcal/mol}.$$

## What MNDO defines

MNDO defines its heat of formation by

$$\Delta H_f^{\rm MNDO}=E_{\rm mol}-\sum_AE_A+\sum_A\Delta H_{f,A}, \tag{3}$$

with the atomic heats at 298 K. AM1 and PM3 keep this definition. It is equation (1) without $C$. The parameters were then adjusted so that, alongside other molecular properties used in the fit, the right side of (3) reproduces measured enthalpies of formation at 298 K.

Let $E^{\rm true}_{\rm mol}$ and $E^{\rm true}_A$ be the energies for which (1) holds. Where the fit succeeds, (1) and (3) have the same left side, and the common atomic heats cancel:

$$E_{\rm mol}-\sum_AE_A\;\approx\;E^{\rm true}_{\rm mol}-\sum_AE^{\rm true}_A+C. \tag{4}$$

The MNDO binding energy thus stands for the true binding energy plus the net correction. The $C$ in (4) is that of the real molecule. The values of $C$ quoted in this comment come from MNDO frequencies, as in the manuscript, and these run high: they overstate $C$ by about 1 kcal/mol for CH$_4$ and about 2 for C$_2$H$_2$, which is small beside $C$ itself. As $C$ is positive for the molecules considered here, the fitted model binds its atoms less strongly than a true potential minimum would. Adding $C$ to (3) counts it twice.

No vibrational term is hidden in the MNDO Hamiltonian. The absorption is a property of the fitted numbers, and it is as good as the fit.

## Hydrogen, worked in closed form

For H$_2$ every term can be followed, and the target needs no measurement: the heat of formation of H$_2$ is zero by definition.

Each atom carries one $s$ orbital, $a$ or $b$. MNDO treats the two as orthonormal, so the occupied orbital is $\sigma=(a+b)/\sqrt2$. Let $U$ be the one-electron energy of an electron on its own atom, $g$ the repulsion of two electrons on one atom, and $\gamma$ the repulsion of two electrons on different atoms. MNDO uses the same $\gamma$ for the attraction to the other core. The resonance integral is $\beta S$, with $\beta<0$ and $S$ the overlap of the Slater orbitals. Hence

$$\langle\sigma|h|\sigma\rangle=\tfrac12\left[2(U-\gamma)+2\beta S\right]=U-\gamma+\beta S .$$

For the electron repulsion, $\sigma^2=\tfrac12(a^2+b^2+2ab)$. The method neglects the two-centre distribution $ab$, which leaves

$$(\sigma\sigma|\sigma\sigma)=\tfrac14(g+g+2\gamma)=\tfrac12(g+\gamma).$$

The core repulsion is $\gamma(1+2e^{-\alpha R})$, with one exponential for each atom. The total energy is twice the one-electron energy plus the two repulsions. An isolated atom has $E_A=U$, so subtracting $2U$ gives

$$E_{\rm mol}-2U=-2\gamma+2\beta S+\tfrac12g+\tfrac12\gamma+\gamma+2\gamma e^{-\alpha R},$$

$$E_{\rm mol}-2U=2\beta S+\tfrac12g-\tfrac12\gamma+2\gamma e^{-\alpha R}. \tag{5}$$

At the MNDO bond length of 0.663 Å the four terms are

$$-9.4735+6.4240-5.5284+4.0904=-4.4875\ \text{eV}=-103.48\ \text{kcal/mol}.$$

The two atomic heats contribute $2\times52.102=104.20$ kcal/mol, so $\Delta H_f^{\rm MNDO}=0.72$ kcal/mol, against the defined value of zero.

For H$_2$ the net correction is $C=6.14+2.07-2.96=5.25$ kcal/mol. Classical rotation is only approximate for so light a molecule: summing the rotational levels lowers $C$ by 0.05 kcal/mol, and the figures below that contain $C$ shift by the same amount. A model meant to be used with (1) would need a binding energy of $-104.20-5.25=-109.45$ kcal/mol to give zero. MNDO gives $-103.48$, close to the $-104.20$ that (3) requires. Adding $C$ raises the heat of formation from 0.72 to 5.97 kcal/mol, and the manuscript's procedure raises it to 8.93.

## The hydrocarbons

The table lists heats of formation in kcal/mol. The last column gives rough measured sizes, except for the defined zero of H$_2$. The MNDO values use current conversion constants; the original ones raise them by up to 0.04 kcal/mol, so that CH$_4$ and C$_2$H$_6$ round to −11.9 and −19.7.

| Molecule | MNDO | $C$ | MNDO $+\,C$ | Measured, rough |
|---|---:|---:|---:|---:|
| H$_2$ | 0.7 | 5.2 | 6.0 | 0 |
| CH$_4$ | −12.0 | 24.3 | 12.3 | −18 |
| C$_2$H$_2$ | 57.9 | 15.2 | 73.0 | 54 |
| C$_2$H$_4$ | 15.4 | 27.1 | 42.5 | 13 |
| C$_2$H$_6$ | −19.8 | 39.7 | 20.0 | −20 |
| propyne | 41.4 | 29.9 | 71.3 | 44 |

The mean absolute deviation from the last column is 2.6 kcal/mol without $C$ and 25.3 with it. Rough reference values suffice for a contrast of this size. Small deviations on molecules of this kind are what the parametrization aimed at, so they do not establish the accuracy of MNDO elsewhere. They do show that (3) leaves no room for $C$.

Reaction enthalpies can reveal the mistake less clearly, because only the change in $C$ enters. For C$_2$H$_4$ + H$_2$ → C$_2$H$_6$ that change is $39.72-27.13-5.25=7.34$ kcal/mol. The MNDO reaction enthalpy is $-19.75-15.38-0.72=-35.85$ kcal/mol, and double counting makes it $-28.51$. The rough measured heats give about $-33$, which lies between the two. A single reaction of this kind cannot settle the question; the definition and the fit do.

## How parameters can absorb a correction

The authors may object that parameters in an electronic Hamiltonian cannot know about vibrations. They need not. They have to reproduce only the values that $C$ takes in the molecules, not the motion behind them.

Consider a least-squares fit near some starting parameters. Let the vector $m_0$ hold the starting predictions, let $A$ hold their derivatives with respect to the parameters, and let $t$ hold the target enthalpies. The fit moves the predictions by the projection of $t-m_0$ on the columns of $A$. With $\Pi=AA^+$ as the projector and $A^+$ as the pseudoinverse, a direct fit predicts

$$y_{\rm direct}=m_0+\Pi(t-m_0).$$

The other convention fits the model to $t-C$ and adds $C$ afterwards:

$$y_{\rm explicit}=m_0+\Pi(t-C-m_0)+C=y_{\rm direct}+(1-\Pi)C. \tag{6}$$

In this linearised fit, with $C$ held fixed and on the fitted molecules, the two consistent conventions differ only by $(1-\Pi)C$, the part of the correction that the parameters cannot imitate. The manuscript's approach, even with the atomic term restored, gives $y_{\rm direct}+C$, which differs from the direct fit by the whole correction and from the explicit one by the absorbed part $\Pi C$.

A very simple model shows the proportions. Take one parameter per carbon atom and one per hydrogen atom. Over the six molecules the root-mean-square value of $C$ is 26.0 kcal/mol, while that of $(1-\Pi)C$ is 2.4. Counting atoms absorbs most of the correction. The largest remainder, $-5.0$ kcal/mol, belongs to H$_2$: the fitted atomic contributions assign it about 10.3 kcal/mol, whereas its own correction is 5.25.

## The same test with MNDO parameters

MNDO has no free additive constant per atom, so the question must also be put to its real parameters. I refitted the three resonance parameters of H and C and the carbon repulsion exponent $\alpha_{\rm C}$. The targets were the original MNDO heats lowered by $C$, for H$_2$, CH$_4$, C$_2$H$_2$, C$_2$H$_4$ and propyne. Ethane was left out. Geometries and corrections were kept at their original MNDO values, so this is a test of principle and not a new method. Re-optimizing the geometries with the refitted parameters lowers the heats by 0.03 to 0.5 kcal/mol, that of ethane by 0.2.

The refitted model, used without a correction, gives ethane a heat of $-59.00$ kcal/mol. With the correction it gives

$$-59.00+39.72=-19.28\ \text{kcal/mol},$$

which is 0.47 kcal/mol above the original MNDO value of $-19.75$. So close an agreement is partly accidental: four parameters were fitted to five heats, the training errors reach 2.0 kcal/mol, and propyne and $\alpha_{\rm C}$ were added after a smaller refit, described below, had missed ethane. Ethane is also the most favourable case. Leaving out each of the other hydrocarbons in turn, with ethane in the training set, gives errors of 2.0 to 3.2 kcal/mol, and leaving out H$_2$, the only molecule with an H–H bond, gives $-9.5$, more than its whole correction. What the test supports is an error that, for these hydrocarbons, is small compared with $C$; the numerical check requires the ethane error to be below a quarter of its 39.7 kcal/mol correction. In this refitted model, omitting $C$ is the error. ODM2 and ODM3 follow the same convention: they were parametrized with zero-point and thermal terms computed explicitly, and these terms belong in their heats of formation. The rule therefore follows the parametrization and cannot be carried from one family of methods to the other.

The refit also shows how absorption can fail. With the three resonance parameters alone, and without propyne in the training set, the root-mean-square training error is only 0.06 kcal/mol, but ethane is missed by $-15.6$. Three parameters fitted to four heats leave only one degree of freedom, so the small training error says little, and that set contains no C–C single bond; the refits do not separate these two causes. Including propyne, which has one, reduces the ethane error to 2.2 kcal/mol, although the training error rises to 2.4. Freeing $\alpha_{\rm C}$ as well brings the two to 0.5 and 1.1. A close fit to the training molecules is thus no proof that the correction has been absorbed for a bond type they lack.

The parameters do not move by a negligible amount either. The carbon $p$ resonance parameter changes from $-7.93$ to $-9.85$ eV. Parameters from one convention should not be combined with the formula of the other.

## Where vibrational terms still belong

The absorbed correction refers to 298 K and to the isotopic composition of the measured samples, in practice the common isotopes. Outside these conditions explicit terms are needed, but only as differences.

**Isotopes.** Nuclear masses do not appear in (3), so MNDO assigns zero energy change to H$_2$ + D$_2$ → 2 HD. The harmonic zero-point energies give

$$2(5.315)-6.137-4.341\approx0.15\ \text{kcal/mol}.$$

At 298 K the quantized rotation of these light molecules contributes a further $-0.02$ kcal/mol. These differences are not in the parameters, and adding them counts nothing twice.

**Temperature.** For a gas reaction at another temperature, one adds $H(T)-H(298\ {\rm K})$ for each species, with its stoichiometric sign. The zero-point energy cancels in each such difference.

**Free energies.** At 298 K the entropy term $-TS$ must be added, because a fit to enthalpies does not contain it. The "thermal correction to the Gibbs energy" from a frequency calculation is ${\rm ZPE}+H_{\rm th}-TS$. Only its last part may be used with an MNDO enthalpy.

**Transition states.** Equation (4) rests on a fit to stable molecules. A transition state has one real vibration fewer than a minimum with the same number of atoms and the same rotational type, and nothing in the fit guarantees that the parameters imitate its correction. An MNDO barrier taken from (3) is an effective enthalpy difference of uncertain quality. Adding the full vibrational difference does not repair it, since an unknown part may already be present.

## Requested revision

The heats of formation should be reported as given by (3), without zero-point or thermal additions. The frequencies remain useful for confirming minima and for the entropies and differences listed above. If the authors wish to compare with ODM2 or ODM3, those heats must include the explicit correction, with the atomic term of (2) treated consistently. The numerical check contains the MNDO calculations and the three refits with ethane left out.

## Computed values

```
Temperature 298.15 K; RT = 0.5925 kcal/mol; 5/2 RT = 1.4812 kcal/mol
1 eV = 23.0605 kcal/mol
MNDO atomic heats, kcal/mol: H 52.102, C 170.89
MNDO atom energies, eV: H -11.9063, C -120.5006
H2 bond length 0.6633 A
H2 term 2 beta S: -9.4735 eV
H2 term g/2: 6.4240 eV
H2 term -gamma/2: -5.5284 eV
H2 term 2 gamma exp(-alpha R): 4.0904 eV
H2 binding sum -4.4875 eV = -103.48 kcal/mol
H2 heat from closed formula 0.72 kcal/mol
H2 harmonic wavenumber 4293 cm^-1
Energies in kcal/mol; thermal = molecular H(298)-H(0); C3H4 = propyne
molecule  bare heat    ZPE  thermal  atoms 5/2RT   net C
H2            0.72    6.14    2.07       2.96      5.25
CH4         -11.96   29.31    2.39       7.41     24.29
C2H2         57.87   18.88    2.20       5.92     15.16
C2H4         15.38   33.51    2.50       8.89     27.13
C2H6        -19.75   48.71    2.86      11.85     39.72
C3H4         41.36   37.40    2.88      10.37     29.91
molecule  bare+net C  bare+ZPE+thermal  rough measured
H2             5.97           8.93              0
CH4           12.33          19.73            -18
C2H2          73.03          78.95             54
C2H4          42.51          51.39             13
C2H6          19.97          31.82            -20
C3H4          71.26          81.63             44
Mean abs. deviation from rough values, bare: 2.6 kcal/mol
Mean abs. deviation from rough values, net C added: 25.3 kcal/mol
Atom-count fit: rms net C 26.00 kcal/mol
Atom-count fit: rms unabsorbed part 2.38 kcal/mol
Unabsorbed parts, kcal/mol: H2 -5.02, CH4 0.45, C2H2 -1.72, C2H4 -0.02, C2H6 2.31, C3H4 -0.54
Refits: rms training error, held-out C2H6 error (kcal/mol)
  3 beta, without propyne: 0.06, -15.62
  3 beta, with propyne: 2.40, 2.19
  3 beta + alpha(C), with propyne: 1.14, 0.47
Original: beta H s -6.9891, C s -18.9850, C p -7.9341 eV; alpha C 2.5464 1/A
Last refit: beta H s -7.1795, C s -17.1815, C p -9.8516 eV; alpha C 2.4723 1/A
Last refit, training errors, kcal/mol: H2 -0.70, CH4 -0.60, C2H2 -1.19, C2H4 2.01, C3H4 -0.38
Last refit, C2H6 without C: -59.00 kcal/mol
Last refit, C2H6 with C added: -19.28 kcal/mol
Isotopic ZPE, kcal/mol: HH 6.137, HD 5.315, DD 4.341
H2 + D2 -> 2 HD, explicit ZPE change: 0.153 kcal/mol
Rotational enthalpy of C2H2, level sum / RT: 0.9981
```
